# Superlinear Onset of Output Current in Tunnel Transistors: Conditions and Causes

## Definitions and conventions

An n-type tunnel transistor has a p-type source, a gated channel and an n-type drain. Electrons pass from the source valence band into the channel conduction band and leave through the drain. Energies are electron energies measured from the source Fermi level. The source valence edge is \(E_v\), the channel conduction edge is \(E_c\), and the drain Fermi level is \(-qV\), where \(V\) is the drain-source bias and \(q>0\). Direct tunnelling is possible in the window \(E_c<E<E_v\).

The channel is a two-dimensional layer with symmetric two-band (massive Dirac) dispersion. Transport is ballistic, transverse momentum \(\hbar k_y\) is conserved, and the drain contact is transparent. The current per width, positive when electrons flow from source to drain, is

\[
I=\frac{gq}{h}\int_{E_c}^{E_v}M(E)\,[f(E)-f(E+qV)]\,dE,\qquad M=\int\frac{dk_y}{2\pi}\,T(E,k_y).
\]

Here \(f(E)=1/(1+e^{E/kT})\), \(g\) counts spins and valleys, and \(T\) is the transmission. The second Fermi function is the drain occupancy.

"Superlinear" needs care. If the window is open at \(V=0\), the bracket starts as \(-f'(E)\,qV\), so the current starts linearly:

\[
I\to G_0V,\qquad G_0=\frac{gq^2}{h}J,\qquad J=\int M(E)\,[-f'(E)]\,dE .
\]

A superlinear onset therefore means that \(I/V\) rises with \(V\) from a small but finite value. A convenient measure is the local exponent \(p=d\ln I/d\ln V\). It tends to 1 at zero bias, and \(p>1\) means that \(I/V\) is rising.

## How the window controls transmission

Let \(E_g=2\Delta_0\) be the gap and \(m\) the band-edge mass. Relative to midgap the bands are \(\pm\sqrt{\Delta_0^2+\hbar^2v^2k^2}\). Expansion at small \(k\) gives \(\hbar^2v^2k^2/2\Delta_0=\hbar^2k^2/2m\), hence \(mv^2=\Delta_0\). Transverse momentum widens the half-gap to \(\Delta=\sqrt{\Delta_0^2+\hbar^2v^2k_y^2}\).

Take flat source bands for \(x<0\) and a midgap energy that falls by \(\Phi\) as \(e^{-x/\lambda}\) for \(x>0\). This shape, with \(\lambda\) independent of bias, is a simplifying assumption that strongly affects the numbers; the last section returns to it. With \(W=E-E_c+\Delta_0\), the energy above channel midgap, the energy above local midgap is \(z=W-\Phi e^{-x/\lambda}\). In the gap the decay constant is \(\sqrt{\Delta^2-z^2}/\hbar v\). Since \(dz=(W-z)\,dx/\lambda\), the WKB action is

\[
S=\frac{2\lambda}{\hbar v}\int_{-\Delta}^{\Delta}\frac{\sqrt{\Delta^2-z^2}}{W-z}\,dz .
\]

Writing \(\Delta^2-z^2=(W-z)(W+z)-(W^2-\Delta^2)\) splits the integral into

\[
\int_{-\Delta}^{\Delta}\frac{W+z}{\sqrt{\Delta^2-z^2}}dz-(W^2-\Delta^2)\int_{-\Delta}^{\Delta}\frac{dz}{(W-z)\sqrt{\Delta^2-z^2}} .
\]

The first part is \(\pi W\), because its odd term vanishes. In the second, put \(z=\Delta\sin\varphi\), \(t=\tan(\varphi/2)\) and \(s=\sqrt{W^2-\Delta^2}\). The integral becomes

\[
\int_{-1}^{1}\frac{2\,dt}{W(1+t^2)-2\Delta t}
=\frac2s\left[\arctan\frac{W-\Delta}{s}+\arctan\frac{W+\Delta}{s}\right]=\frac{\pi}{s},
\]

since the two arguments are reciprocal and positive. Therefore

\[
S=\frac{2\pi\lambda}{\hbar v}\left[W-\sqrt{W^2-\Delta^2}\right],\qquad T\simeq e^{-S}.
\]

The derivative \(dS/dW=(2\pi\lambda/\hbar v)(1-W/\sqrt{W^2-\Delta^2})\) is negative: lowering \(E_c\) raises \(W\) and the transmission. The window also limits transverse momentum. A mode must propagate on both sides, so \(\Delta\) must be smaller than both \(W\) and \(E_v-E+\Delta_0\). \(M\) thus vanishes at both ends of the window.

## Why the drain moves the channel edge

When \(T\ll1\), channel electrons are nearly in equilibrium with the drain. Neglecting channel holes, their density depends on \(y=-qV-E_c\):

\[
n(y)=\frac{g}{2\pi\hbar^2v^2}\int_0^\infty\frac{\Delta_0+u}{1+e^{(u-y)/kT}}\,du .
\]

This follows from \(g\,k\,dk/2\pi\) with \(\hbar^2v^2k\,dk=(\Delta_0+u)\,du\), where \(u\) is the energy above the edge. For insulator capacitance \(C\) per area,

\[
E_c=-qV_{ov}+\frac{q^2}{C}\,n(-qV-E_c).
\]

The overdrive \(V_{ov}\) is measured from the gate voltage that would put the edge of an empty channel at the source Fermi level. Define \(C_q=q^2\,dn/dy\) and differentiate at fixed gate voltage:

\[
dE_c=\frac{C_q}{C}(-q\,dV-dE_c)\quad\Rightarrow\quad
\frac{dE_c}{d(qV)}=-\alpha,\qquad \alpha=\frac{C_q}{C+C_q}.
\]

At fixed \(V\), the same step gives \(dE_c/d(qV_{ov})=-(1-\alpha)\). If \(C_q\gg C\), drain electrons screen the gate and tie the edge to the drain Fermi level. Raising \(V\) removes some of them, and the gate can then pull the edge down.

## The condition for a superlinear onset

To second order in \(V\),

\[
f(E)-f(E+qV)=-f'qV-\tfrac12f''(qV)^2,
\]

while \(M\) changes by \(-\alpha qV\,\partial M/\partial E_c\) to first order. Hence

\[
\frac{hI}{gq}=qVJ+(qV)^2\left[-\frac12\int Mf''dE-\alpha\int\frac{\partial M}{\partial E_c}(-f')\,dE\right].
\]

The first term in brackets is the change of occupancy, the second the motion of the channel edge. Because \(M\) vanishes at both limits, integration by parts gives

\[
-\frac12\int Mf''dE=-\frac12\int\frac{\partial M}{\partial E}(-f')\,dE .
\]

A common shift of \(E\), \(E_c\) and \(E_v\) leaves \(M\) unchanged, so \(\partial M/\partial E=-\partial M/\partial E_c-\partial M/\partial E_v\). The occupancy term becomes \(\frac12(\partial J/\partial E_c+\partial J/\partial E_v)\). With

\[
A=-\frac{\partial\ln J}{\partial E_c},\qquad B=\frac{\partial\ln J}{\partial E_v},
\]

the result is

\[
I=G_0V\,[1+bV+O(V^2)],\qquad b=q\left[\left(\alpha-\tfrac12\right)A+\tfrac12B\right].
\]

In this model \(A\) and \(B\) are not negative: lowering \(E_c\) raises transmission and cannot remove transverse modes, and raising \(E_v\) cannot remove modes either. For \(A>0\), the onset is superlinear when

\[
\alpha>\alpha^*=\frac12\left(1-\frac BA\right).
\]

Three limits show what this means.

- With fixed bands, \(\alpha=0\) and \(b=q(B-A)/2\). The onset is sublinear if \(A>B\).
- With the edge fully tied to the drain, \(\alpha=1\) and \(b=q(A+B)/2\).
- At zero temperature, with \(E_c<0<E_v\), only \(E=0\) matters. If \(-E_c<E_v\), the channel sets the limit on transverse momentum, so \(B=0\). The condition is then \(\alpha>1/2\), or \(C_q>C\).

## What drain occupancy does by itself

For fixed bands the curvature at any bias is

\[
\frac{d^2I}{dV^2}=-\frac{gq^3}{h}\int M(E)\,f''(E+qV)\,dE .
\]

Since \(f''\) is negative below the Fermi level and positive above it, levels below the drain Fermi level contribute upward curvature and levels above it downward curvature. For a level at \(E=-\epsilon\), with \(\epsilon\) and \(\epsilon-qV\) both much larger than \(kT\),

\[
f(E)-f(E+qV)\simeq e^{-\epsilon/kT}\left(e^{qV/kT}-1\right).
\]

The level is blocked because the drain keeps it full. A window lying wholly below the source Fermi level, as with a lightly doped source, therefore has a superlinear onset even if the bands do not move.

Drain electrons thus act twice: their charge holds the channel edge up, and their occupation blocks final states. The two effects need not have the same sign in \(b\).

## How large the effect is

The numbers below illustrate the model and are not device predictions: the last section shows that the exponential junction exaggerates the rise. The example uses round model parameters: \(E_g=0.5\) eV, \(m=0.1\,m_0\), \(g=4\), \(\lambda=4\) nm, \(C=0.03\) F/m², \(V_{ov}=0.3\) V and 300 K. The source is degenerate, with \(E_v=50\) meV. The charge equation is solved by root finding, the energy and momentum integrals by Gauss quadrature, and \(A\) and \(B\) by central differences of \(\ln J\).

At \(V=0\) the edge lies at \(-45\) meV, so the window is 95 meV wide. With \(C_q=0.140\) F/m²,

\[
\alpha=\frac{0.140}{0.140+0.030}=0.82 .
\]

The derivatives are \(A=41.9\) and \(B=27.0\) per eV, giving

\[
b=(0.8237-0.5)(41.90)+\tfrac12(27.04)=27.1\ \text{V}^{-1}.
\]

Motion of the edge contributes \(\alpha A=34.5\) V\(^{-1}\), and occupancy contributes \((B-A)/2=-7.4\) V\(^{-1}\). For this source the initial rise of \(I/V\) is electrostatic, and the change of occupancy opposes it.

The initial conductance is 2.69 µA/µm per volt (2.69 µS/µm). Below, "fixed" means that \(E_c\) is held at its zero-bias value. Currents are in µA/µm.

| \(V\) (V) | \(E_c\) (meV) | \(I\) | \(p\) | \(I\), fixed |
|---:|---:|---:|---:|---:|
| 0.005 | −49 | 0.0153 | 1.13 | 0.0129 |
| 0.02 | −61 | 0.0873 | 1.43 | 0.0453 |
| 0.05 | −86 | 0.386 | 1.84 | 0.0834 |
| 0.10 | −126 | 1.57 | 2.23 | 0.103 |
| 0.20 | −203 | 8.38 | 2.53 | 0.106 |
| 0.30 | −268 | 22.3 | 2.07 | 0.106 |

At 0.005 V the expansion gives \(I/G_0V=1+27.1\times0.005=1.14\), as does the full current. At 0.05 V it gives 2.35 against 2.87, so higher orders already matter.

At 0.10 V the moving edge makes the current 15 times the fixed-band value. Most of this is transmission. For \(E=0\) and \(k_y=0\), \(W\) rises from 0.295 to 0.376 eV, \(S\) falls from 7.97 to 5.48, and \(T\) rises by a factor of 12, from \(3.5\times10^{-4}\) to \(4.2\times10^{-3}\). The current ratio also contains added transverse modes and the average over energy.

The rise ends because the channel empties. Between 0.05 and 0.10 V the edge follows 80% of the drain shift; between 0.20 and 0.30 V it follows 65%. It cannot pass \(-300\) meV, the empty-channel value. The slope \(dI/dV\) peaks near 0.29 V, and \(p\) falls to 1 at 0.363 V.

### A lightly doped source

Now put the source valence edge at \(-60\) meV. The channel edge at \(V=0\) is still \(-45\) meV, so the window is closed and the linear-start result does not apply. To first order it opens at

\[
V_{\rm open}\simeq\frac{(-45.0+60)\ \text{meV}}{0.824\,q}=0.018\ \text{V},
\]

and the full charge equation also gives 0.018 V. The current is 0.00103 µA/µm at 0.05 V and 0.063 µA/µm at 0.10 V, a rise of 61 times for a doubled bias. This factor too belongs to the exponential junction; with the screened profile described in the last section it is about 15. Both are WKB values; transmission from the Dirac equation gives 82 and 21. Below opening, direct tunnelling is zero in this model; phonons, traps and band tails, which are left out, can carry current there.

To isolate occupancy, keep this source edge but fix the channel edge at \(-160\) meV. The current is then 4.6% of its high-bias limit at 0.02 V, 19% at 0.05 V and 62% at 0.10 V. The exponent is 1.35, 1.75 and 1.38 at these biases. It drops to 0.12 at 0.20 V, where the drain Fermi level has passed below the whole window.

## What to do about it

**Measure the low-bias conductance.** Plot \(I/V\) against \(V\) on linear axes. For an open window the intercept is \(G_0\) and the initial slope is \(bG_0\). If the gate acts on the junction only through \(E_c\), gate dependence then separates the causes. Since \(d\ln G_0/dV_{ov}=q(1-\alpha)A\), the electrostatic part of \(b\) is

\[
q\alpha A=\frac{C_q}{C}\,\frac{d\ln G_0}{dV_{ov}} .
\]

This needs an estimate of \(C_q/C\). It also assumes that the gate does not move \(E_v\) and does not act on the barrier directly. For the screened profile described in the last section the gate does act on the barrier: the estimate is then 41 V\(^{-1}\), while the motion of the bands contributes only 17 V\(^{-1}\).

**Keep the source window open and unblocked.** Enough source doping to hold \(E_v\) above the source Fermi level avoids a window that lies wholly below it. Blocking can still make the onset superlinear if most of the window lies below that level, so \(E_v\) may have to be raised further. It does not cure electrostatic pinning, as the main example shows.

**Reduce \(C_q/C\).** At fixed zero-bias band edges, the example has \(\alpha^*=0.177\), which requires \(C=C_q(1/\alpha^*-1)=0.65\) F/m². This is 22 times the assumed value. The factor belongs to the exponential junction at fixed \(\lambda\). For the screened profile described in the last section, with WKB and fixed \(\lambda\), \(b\) falls from 12 to 9 V\(^{-1}\) when \(C\) is doubled and changes sign between 5 and 10 times the assumed \(C\). In either case a modestly better insulator will not make the onset linear. A lower channel density of states also reduces \(\alpha\), but \(A\), \(B\) and \(G_0\) must then be recalculated.

**Shorten the junction.** The sensitivity \(|dS/dW|\) is proportional to \(\lambda\). In the exponential model a smaller \(\lambda\) therefore raises transmission and weakens its dependence on the channel edge. For the screened profile described in the last section the main gain is in conductance: halving \(\lambda\) raises \(G_0\) about 11 times in WKB and 8.5 times with the Dirac equation, while \(b\) changes by only about a tenth or less.

**Use \(G_0\) for the end of a discharge.** A load capacitance \(C_L\) per transistor width obeys \(C_L\,dV/dt=-I\). Its final decay has time constant \(C_L/G_0\). At 0.30 V the example has \(I/V\) 28 times larger than \(G_0\), so a time constant taken from that bias would be 28 times too short for the tail. This factor belongs to the exponential junction; for the screened profile described in the last section it is only 1.6.

## Limits of the estimate

The shape of the junction is a large uncertainty. The exponential profile falls towards the pinned channel edge. Inside the barrier, however, drain electrons are almost absent, and the gate still pulls the bands towards the empty-channel value. A better profile solves

\[
\lambda^2\frac{d^2E_c}{dx^2}=E_c+qV_{ov}-\frac{q^2}{C}\,n(-qV-E_c),
\]

from \(E_c=E_v+E_g\) at \(x=0\) to the uniform channel value. With the same parameters and WKB, \(G_0\) becomes 65 µS/µm instead of 2.7, and \(b\) becomes 12 V\(^{-1}\) instead of 27. By 0.10 V, \(I/V\) has risen 1.8 times instead of 5.8 times, and it peaks near 0.17 V. With this profile held fixed, \(b\) is \(-4.3\) V\(^{-1}\). The onset is therefore still superlinear because the bands move, but the effect is much smaller. Drain and gate now also act on the barrier directly. The formula for \(b\) and the threshold \(\alpha^*\) assume that bias changes the transmission only through \(E_c\), so they do not apply to this profile.

WKB is approximate near the source corner, where the potential bends abruptly. Replacing \(e^{-S}\) by transmission from a Runge–Kutta solution of the Dirac equation, with the same channel edges, changes the current by less than 1% at 0.01 V and raises it by 14% at 0.10 V. The ratio of \(I/V\) at these two biases becomes 5.2 instead of 4.5. With fixed bands it is 0.43, so the cause of the rise does not depend on WKB here. For the screened profile the Dirac equation gives \(G_0=63\) µS/µm, \(b=16\) V\(^{-1}\) (\(-2.7\) V\(^{-1}\) with the profile held fixed) and a rise of \(I/V\) by 2.1 times at 0.10 V, so the WKB value \(b=12\) V\(^{-1}\) is low by about a fifth.

The charge equation omits electrons injected from the source. Their added density, to first order, is the integral of \(gT[f(E)-f(E+qV)]/(\hbar v_x)\) over \(dE\,dk_y/(2\pi)^2\), with \(v_x=v\sqrt{W^2-\Delta^2}/W\). Multiplied by \(q^2/C\), it gives 0.1 meV at 0.10 V and 1.4 meV at 0.30 V for the exponential junction, and 0.9 and 2.0 meV for the screened profile. These values leave out a feedback: as the edge rises, drain-supplied electrons leave, which reduces the shift by the factor \(C/(C+C_q)\). The approximation weakens as transmission grows and the drain-supplied charge disappears.

Series resistance, a drain barrier, source depletion and direct drain control of the junction are also omitted. If they matter, \(\alpha>\alpha^*\) is not a sufficient diagnosis.
